# Why Screening Makes Electrons and Positrons Scatter Differently

**Q.** A fixed charge should scatter electrons and positrons of the same energy equally. Rutherford's formula contains \(Z^2\), so the sign of the projectile's charge drops out. Screening changes the shape of the potential, but reversing the charge still only reverses the sign of \(V\), and a cross section is a squared amplitude. Why would screening matter?

**A.** Squaring removes an overall sign of the amplitude. Your argument therefore needs an amplitude that merely changes sign when \(V\) does. The first Born amplitude behaves in this way, because it is proportional to \(V\). The exact amplitude is a nonlinear functional of \(V\) and need not do so.

Let us fix a model. I use atomic units, nonrelativistic motion and an infinitely heavy centre, with

\[
V(r)=-\frac{sZ}{r}e^{-\mu r},\qquad s=+1\ (\text{electron}),\quad s=-1\ (\text{positron}).
\]

The wave number is \(k\), the energy is \(E=k^2/2\), and the momentum transfer is \(q=2k\sin(\theta/2)\). The bare potential has \(\mu=0\).

**Q.** Then begin with the bare case. If the amplitude is nonlinear there too, why does Rutherford's formula not care about the sign?

**A.** Put \(\eta=-sZ/k\). The Schrödinger equation is \(\nabla^2\psi+(k^2-2\eta k/r)\psi=0\). Try \(\psi=e^{ikz}g(w)\) with \(w=r-z\). The derivatives needed are

\[
|\nabla w|^2=\frac{2w}{r},\qquad \nabla^2w=\frac2r,\qquad \partial_zw=-\frac wr .
\]

Since \(\nabla^2(e^{ikz}g)=e^{ikz}(\nabla^2g+2ik\,\partial_zg-k^2g)\), multiplication by \(r/2\) leaves

\[
wg''+(1-ikw)g'-\eta k\,g=0 .
\]

With \(\zeta=ikw\), division by \(ik\) gives \(\zeta g_{\zeta\zeta}+(1-\zeta)g_\zeta+i\eta g=0\). This is Kummer's equation, whose regular solution is \(F(-i\eta,1,\zeta)\). For large imaginary \(\zeta\), the standard asymptotic form is

\[
F(a,b,\zeta)\simeq\frac{\Gamma(b)}{\Gamma(b-a)}(-\zeta)^{-a}+\frac{\Gamma(b)}{\Gamma(a)}e^{\zeta}\zeta^{a-b}.
\]

The first term, multiplied by \(e^{ikz}\), is the incident wave. The second contains \(e^{ikz}e^{ikw}=e^{ikr}\) and is the scattered wave. Both carry the factor \(e^{\pi\eta/2}\), which is removed by normalizing the incident wave to \(e^{ikz+i\eta\ln kw}\). Using \(w=2r\sin^2(\theta/2)\) and \(\Gamma(-i\eta)=\Gamma(1-i\eta)/(-i\eta)\), and writing the scattered wave as \(f_C\,e^{i(kr-\eta\ln 2kr)}/r\), we find

\[
f_C=-\frac{\eta}{2k\sin^2(\theta/2)}\,
\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}\,e^{-i\eta\ln\sin^2(\theta/2)} .
\]

The last two factors have modulus one, so for \(\theta\neq0\)

\[
\frac{d\sigma}{d\Omega}=\frac{\eta^2}{4k^2\sin^4(\theta/2)}=\frac{Z^2}{4k^4\sin^4(\theta/2)} .
\]

The amplitude is not linear in charge, but everything beyond the linear factor is a phase. Reversing the charge gives \(f_C(-\eta)=-f_C(\eta)^*\).

**Q.** Can I see that property without the closed form?

**A.** Yes, in the partial waves. With \(S_l=e^{2i\delta_l}\),

\[
f=\sum_l(2l+1)\frac{S_l-1}{2ik}P_l(\cos\theta).
\]

If every \(\delta_l\) changes sign with the charge, then \(S_l\to S_l^*\). Complex conjugation also reverses the \(i\) in the denominator, so \(f\to-f^*\) and \(|f|^2\) is unchanged.

The Coulomb phases have this property. Substituting \(u=r^{l+1}e^{ikr}g\) in \(u''+[k^2-2\eta k/r-l(l+1)/r^2]u=0\) gives

\[
rg''+(2l+2+2ikr)g'+[2ik(l+1)-2\eta k]g=0 .
\]

With \(\zeta=-2ikr\) this is Kummer's equation with \(a=l+1+i\eta\), \(b=2l+2\). The same asymptotic form gives an outgoing wave with coefficient \(1/\Gamma(l+1-i\eta)\) and an incoming one with \(1/\Gamma(l+1+i\eta)\). Apart from the usual free-wave sign and the logarithmic phase common to all \(l\), their ratio is

\[
S_l=\frac{\Gamma(l+1+i\eta)}{\Gamma(l+1-i\eta)},
\]

which becomes its conjugate when \(\eta\to-\eta\). One caution is needed: for these phases the sum over \(l\) does not converge in the ordinary sense. For \(\theta\neq0\) it can be summed by multiplying it by a power of \(1-\cos\theta\), regrouping the terms in \(P_l\), and dividing by the same power at the end. All the factors used are real, so the conjugation argument still holds.

**Q.** So with screening the phases must acquire a part that is even in charge. I have heard this put as "the second Born term is odd in charge". Is that the same statement?

**A.** Only if "term" means a term of the cross section. The second Born amplitude contains \(V\) twice, so it is even. Write \(f=f_1+f_2+\dots\), with the index counting powers of \(V\). For real \(f_1\),

\[
|f|^2=f_1^2+2f_1\,\mathrm{Re}f_2+O(Z^4).
\]

The middle term has three powers of \(V\) and is odd. The phases show the same thing. Put \(\delta_l=\delta_l^{(1)}+\delta_l^{(2)}+\dots\) in \((S_l-1)/(2i)=\delta_l+i\delta_l^2+\dots\). The second-order part is \(\delta_l^{(2)}+i(\delta_l^{(1)})^2\), so

\[
\mathrm{Re}f_2=\frac1k\sum_l(2l+1)\,\delta_l^{(2)}P_l(\cos\theta).
\]

The leading asymmetry thus comes from the even part of the phase shifts.

**Q.** That shows where a difference could enter. Perhaps \(\mathrm{Re}f_2\) vanishes for the screened potential as well.

**A.** It has to be calculated. With \(U=2V\), the integral equation and the amplitude are

\[
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}-\frac1{4\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}U(r')\psi(\mathbf r')\,d^3r',
\]
\[
f=-\frac1{4\pi}\int e^{-i\mathbf k'\cdot\mathbf r}U(r)\psi(\mathbf r)\,d^3r .
\]

We need one Fourier transform, valid for \(\mathrm{Re}\,\lambda>0\):

\[
\int e^{-i\mathbf Q\cdot\mathbf r}\frac{e^{-\lambda r}}r\,d^3r=\frac{4\pi}{Q^2+\lambda^2}. \tag{1}
\]

Inserting the plane wave for \(\psi\) gives \(f_1=2sZ/(q^2+\mu^2)\). One iteration gives \(f_2\), with two minus signs that cancel. Write the propagator as

\[
\frac{e^{ikR}}R=\frac{4\pi}{(2\pi)^3}\int\frac{e^{i\mathbf p\cdot\mathbf R}}{p^2-k^2-i0}\,d^3p .
\]

The numerical factors are \((4\pi)^{-2}\cdot4\pi(2\pi)^{-3}\cdot4Z^2(4\pi)^2=2Z^2/\pi^2\), so

\[
f_2=\frac{2Z^2}{\pi^2}\int\frac{d^3p}{(p^2-k^2-i0)\,[(\mathbf p-\mathbf k)^2+\mu^2]\,[(\mathbf p-\mathbf k')^2+\mu^2]} .
\]

Join the two square brackets with \(1/(ab)=\int_0^1dx\,[xa+(1-x)b]^{-2}\). Let \(\mathbf P=x\mathbf k+(1-x)\mathbf k'\). Because \(\mathbf k\cdot\mathbf k'=k^2-q^2/2\), we have \(P^2=k^2-x(1-x)q^2\), and the combined bracket is

\[
(\mathbf p-\mathbf P)^2+M^2,\qquad M^2=\mu^2+x(1-x)q^2 .
\]

**Q.** The momentum integral still has a pole at \(p=k\).

**A.** Position space takes care of it. Differentiating (1) with respect to \(-\lambda\) at \(\lambda=M\) gives

\[
\frac1{(Q^2+M^2)^2}=\frac1{8\pi M}\int e^{-Mr}e^{-i\mathbf Q\cdot\mathbf r}\,d^3r .
\]

Set \(\mathbf Q=\mathbf p-\mathbf P\). The integral over \(\mathbf p\) is then the propagator again, equal to \(2\pi^2e^{ikr}/r\). What remains is (1) with \(\lambda=M-ik\):

\[
\frac{\pi}{4M}\int\frac{e^{-(M-ik)r}}{r}e^{i\mathbf P\cdot\mathbf r}\,d^3r
=\frac{\pi^2}{M[(M-ik)^2+P^2]} .
\]

Since \(M^2+P^2=k^2+\mu^2\), the square bracket is \(\mu^2-2ikM\). Hence

\[
f_2=2Z^2\int_0^1\frac{dx}{M(\mu^2-2ikM)},\qquad
\mathrm{Re}f_2=2Z^2\int_0^1\frac{\mu^2\,dx}{M(\mu^4+4k^2M^2)} .
\]

For \(\mu>0\) the last integrand is positive. It cannot vanish at any angle.

**Q.** Can the integral be done?

**A.** Put \(x=\tfrac12+y\) and \(m^2=\mu^2+q^2/4\), so that \(M^2=m^2-q^2y^2\). Then let \(t=qy/M\). This gives

\[
1+t^2=\frac{m^2}{M^2},\qquad \frac{dt}{dy}=\frac{qm^2}{M^3},\qquad \frac{dy}M=\frac{dt}{q(1+t^2)} .
\]

At the ends \(M=\mu\), so \(t=\pm q/(2\mu)\). Define \(A^2=\mu^4+4k^2m^2=\mu^4+4k^2\mu^2+k^2q^2\). Then

\[
\mathrm{Re}f_2=\frac{2Z^2\mu^2}{q}\int_{-q/2\mu}^{q/2\mu}\frac{dt}{A^2+\mu^4t^2}
=\frac{4Z^2}{qA}\arctan\frac{\mu q}{2A}. \tag{2}
\]

For the electron \(f_1>0\), and the two amplitudes reinforce each other. For the positron \(f_1<0\), and they partly cancel. Define

\[
\mathcal A=\frac{\sigma_e-\sigma_p}{\sigma_e+\sigma_p},
\]

where \(\sigma_e,\sigma_p\) are differential cross sections at the same angle and energy. The numerator is \(4|f_1|\mathrm{Re}f_2\) and the denominator \(2f_1^2\), both to leading order, so

\[
\mathcal A\simeq\frac{2\,\mathrm{Re}f_2}{|f_1|}. \tag{3}
\]

This is linear in \(Z\), with corrections of relative order \(Z^2\) at fixed \(k\), \(\mu\) and \(\theta\). At \(Z=0.05\), \(\mu=1\) and \(k=2\), phase shifts from the radial equation were tested against these results at 30°, 90° and 150°. The even amplitude, the even phase sum and the odd cross section each agreed with second Born theory within a tolerance of 1%.

**Q.** Does (2) return the equality when screening is removed?

**A.** At fixed nonzero angle, let \(\mu\ll q\) and \(\mu\ll k\). Then \(A\to kq\), the arctangent tends to \(\mu/(2k)\), and \(\mathrm{Re}f_2\to2Z^2\mu/(k^2q^2)\). With \(|f_1|\to2Z/q^2\),

\[
\mathcal A\to\frac{2Z\mu}{k^2}=\frac{Z\mu}{E}. \tag{4}
\]

The asymmetry vanishes linearly in \(\mu\), with no dependence on angle.

The forward direction is a different limit. Keep \(\mu\) fixed and let \(q\to0\). The arctangent becomes its argument, and \(A^2\to\mu^2(\mu^2+4k^2)\), so

\[
\mathrm{Re}f_2\to\frac{2Z^2}{\mu(\mu^2+4k^2)},\qquad
\mathcal A\simeq\frac{2Z\mu}{\mu^2+4k^2}.
\]

For \(\mu\ll k\) this second Born value is a quarter of (4). In second Born theory the angle-independent law therefore fails inside the narrow cone \(q\lesssim\mu\). When \(Z/k\) is not small, the cone is wider, as explained below.

**Q.** Equation (4) is so simple that there should be a physical reason for it.

**A.** Expand the potential near the centre:

\[
V\simeq-\frac{sZ}r+sZ\mu .
\]

The constant is the potential energy of the projectile at the centre due to the screening charge. Compared with the bare case, it slows the electron and speeds up the positron. The close collision takes place with

\[
k'^2=k^2-2sZ\mu .
\]

Treat the trajectory classically, using the fact that the classical and quantum Rutherford formulas coincide. Angular momentum \(L=kb\) is conserved, so

\[
\frac{d\sigma}{d\Omega}=\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|
=\frac1{k^2}\,\frac{L}{\sin\theta}\left|\frac{dL}{d\theta}\right| .
\]

For the inner collision \(L=k'b'\), and the product \((L/\sin\theta)\,|dL/d\theta|\) is \(k'^2\) times the Rutherford cross section at \(k'\). Therefore

\[
\frac{d\sigma}{d\Omega}\simeq\frac{k'^2}{k^2}\,\frac{Z^2}{4k'^4\sin^4(\theta/2)}
=\frac{Z^2}{4k^2k'^2\sin^4(\theta/2)}. \tag{5}
\]

Only one factor \(k^2\) is replaced by \(k'^2\), because the incident flux is still counted outside. With \(a=2Z\mu\),

\[
\mathcal A=\frac{(k^2-a)^{-1}-(k^2+a)^{-1}}{(k^2-a)^{-1}+(k^2+a)^{-1}}=\frac a{k^2},
\]

which is (4).

The neglected force is of size \(Z\mu^2\) out to \(r\sim1/\mu\), and its transverse fraction is about \(b/r\). It turns the path by roughly \((Z\mu^2b/k^2)\ln(1/\mu b)\), which vanishes faster than \(\mu\). This argument does not assume small \(Z/k\), so it can be tested where that ratio is moderate. It does assume \(Z\mu\ll E\) and \(\mu b\ll1\). Since \(b\simeq(Z/k^2)\cot(\theta/2)\), the second condition means \(\theta\gg Z\mu/E\), which for \(Z/k\gtrsim1\) excludes a wider cone than \(q\lesssim\mu\). For \(Z=4\), \(k=1\) and \(\mu=0.025\), the phase-shift asymmetry is only 0.55 of (4) at 30°, although \(q\approx21\mu\) there, and 0.89 of (4) at 90°.

**Q.** How large is the effect when the screening is not weak?

**A.** Take round model parameters: \(Z=1\), \(\mu=1\ \mathrm{bohr}^{-1}\) and \(k=2\ \mathrm{bohr}^{-1}\), so \(E=2\) hartree, or 54.4 eV. At 90°, \(q^2=2k^2=8\) and \(A^2=1+16+32=49\). In bohr,

\[
f_1=\frac29=0.2222,\qquad
\mathrm{Re}f_2=\frac4{7\sqrt8}\arctan\frac{\sqrt8}{14}=0.0403 .
\]

The first Born cross section is \(0.0494\ \mathrm{bohr}^2/\mathrm{sr}\) for both particles. The interference is \(2(0.2222)(0.0403)=0.0179\), which is added for the electron and subtracted for the positron. This gives 0.0673 and 0.0315. Equation (3) gives \(\mathcal A\simeq0.362\).

The phase-shift solution includes all Born orders of this model, up to numerical error:

| Angle | \(\sigma_e\) (bohr²/sr) | \(\sigma_p\) (bohr²/sr) | \(\mathcal A\) | \(\mathcal A\) from (3) |
|---|---:|---:|---:|---:|
| 30° | 0.949 | 0.701 | 0.150 | 0.194 |
| 90° | 0.0631 | 0.0333 | 0.308 | 0.362 |
| 150° | 0.0233 | 0.0107 | 0.369 | 0.409 |

At 90° the electron cross section is 1.89 times that of the positron. The two values are 0.0177 and 0.0093 Å²/sr. The estimate (3) is too large there by about 18% of the phase-shift asymmetry.

**Q.** Is the even part visible in the phases themselves?

**A.** Yes. For \(l=0\) the phases are \(+0.788\) and \(-0.612\) rad. Had they been odd, their mean would be zero; it is \(0.088\) rad. For \(l=1\) the mean is 0.024 rad, and for \(l=4\) it is 0.0008 rad.

At 90° the odd \(P_l\) vanish, while \(P_0=1\), \(P_2=-\tfrac12\) and \(P_4=\tfrac38\). The even parts through \(l=4\) give

\[
\tfrac12\left[0.0879-\tfrac52(0.0074)+\tfrac{27}8(0.0008)\right]\simeq0.036\ \mathrm{bohr}.
\]

This is near \(\mathrm{Re}f_2=0.040\) bohr. The difference comes from the fourth and higher even orders contained in the full even phase. Stopping at \(l=4\) matters little: the remaining terms change the sum by less than 0.001 bohr.

**Q.** Perhaps the difference is merely a redistribution over angle, with equal totals.

**A.** It is not. The total cross sections are 3.12 bohr² for the electron and 2.23 bohr² for the positron, with 2.96 bohr² in first Born approximation. At second Born order this sign was to be expected, since the odd term is positive at every angle.

**Q.** When may I use the simple formulas, then?

**A.** Vary the energy first, at 90° and \(\mu=1\ \mathrm{bohr}^{-1}\):

| \(k\) (bohr⁻¹) | \(\mathcal A\), phase shifts | Equation (3) | Equation (4) |
|---|---:|---:|---:|
| 1 | 0.547 | 0.838 | 2.000 |
| 2 | 0.308 | 0.362 | 0.500 |
| 4 | 0.110 | 0.114 | 0.125 |
| 8 | 0.0304 | 0.0305 | 0.0313 |

At \(k=1\) both \(Z/k\) and \(\mu/k\) equal one. Equation (4) then gives 2, which is impossible, because positive cross sections require \(|\mathcal A|<1\). At \(k=8\) the second Born value differs from the phase-shift value by about 0.3% of the latter. The asymmetry falls roughly as \(1/E\) there, so within this nonrelativistic model a fast projectile comes close to your original expectation. A real projectile does so only over a limited range. The relativistic (Mott) correction is also odd in charge and grows with speed, and for these parameters it overtakes (4) at roughly 20 keV.

Now hold \(k=2\ \mathrm{bohr}^{-1}\), where \(Z/k=0.5\), and weaken the screening. For \(\mu=0.4\), 0.2 and 0.1 bohr⁻¹ the 90° asymmetry is 0.173, 0.095 and 0.049. Equation (4) gives 0.200, 0.100 and 0.050.

At \(\mu=0.1\ \mathrm{bohr}^{-1}\), equation (5) has \(k'^2=3.8\) for the electron and \(4.2\) for the positron. It predicts 0.0658 and 0.0595 bohr²/sr, against 0.0652 and 0.0591 from the phase shifts. The bare value is 0.0625, so the two particles move to opposite sides of it, as the shifted kinetic energy requires. Further values are in the numerical output.

**Q.** May I now say that equality belongs to the Coulomb potential alone, and that electrons scatter more strongly from every screened centre?

**A.** Neither follows. We have shown that equality holds for the nonrelativistic bare potential and fails for Yukawa screening. That rules out a general symmetry under \(V\to-V\), but it does not prove that no other potential has equal cross sections.

The positive sign at every angle was derived for the Yukawa form at third order in \(Z\). Another screening function needs its own \(\mathrm{Re}f_2\), and strong coupling needs the full phase shifts.

Nor are these numbers predictions for an atom. The model omits relativity, exchange between the incident and bound electrons, polarization of the target, and positronium formation. What it isolates is the effect of reversing the sign of one static potential: screening gives the phase shifts an even part, without which the two cross sections would be equal. To leading order in \(Z\), what separates them is the interference of \(f_1\) with \(\mathrm{Re}f_2\).

## Computed results

```
Z = 1.0, mu = 1.0 bohr^-1, k = 2.0 bohr^-1
energy = 2.000 hartree = 54.423 eV
Z/k = 0.500 (no unit)
bare Coulomb, 90 deg, electron: 0.062500 bohr^2/sr
bare Coulomb, 90 deg, positron: 0.062500 bohr^2/sr
phase shifts in rad: l, electron, positron, even part
  0  +0.78809  -0.61224  +0.08792
  1  +0.32285  -0.27411  +0.02437
  2  +0.15458  -0.13982  +0.00738
  3  +0.07977  -0.07502  +0.00237
  4  +0.04291  -0.04133  +0.00079
Born amplitudes in bohr: angle in deg, f1 (electron), Re f2
   30  0.96535  0.09356
   90  0.22222  0.04027
  150  0.12556  0.02566
cross sections in bohr^2/sr: angle in deg, first Born, e-, e+
   30  0.93189  0.94925  0.70109
   90  0.04938  0.06305  0.03333
  150  0.01577  0.02330  0.01074
asymmetry (no unit): angle in deg, phase shifts, second Born
   30  0.1504  0.1938
   90  0.3083  0.3625
  150  0.3689  0.4087
90 deg, e-: 0.01766 angstrom^2/sr
90 deg, e+: 0.00933 angstrom^2/sr
90 deg, ratio e-/e+ = 1.8916 (no unit)
total cross section, first Born: 2.9568 bohr^2
total cross section, electron:   3.1229 bohr^2
total cross section, positron:   2.2349 bohr^2
90 deg, mu = 1 bohr^-1, asymmetry (no unit):
  k in bohr^-1, phase shifts, second Born, 2 Z mu/k^2
  1.0  0.54654  0.83757  2.00000
  2.0  0.30834  0.36247  0.50000
  4.0  0.11047  0.11386  0.12500
  8.0  0.03040  0.03050  0.03125
90 deg, k = 2 bohr^-1, asymmetry (no unit):
  mu in bohr^-1, phase shifts, second Born, 2 Z mu/k^2
  0.4  0.17256  0.18817  0.20000
  0.2  0.09511  0.09844  0.10000
  0.1  0.04922  0.04980  0.05000
mu = 0.1 bohr^-1, 90 deg, in bohr^2/sr: phase shifts, shifted k
  e-  0.06519  0.06579
  e+  0.05908  0.05952
```
